**Momentum transfer in isotropic-plus-backward ion scattering**

The program tests \(\sigma_m=\sigma_i+2\sigma_b\), where \(\sigma_i\), \(\sigma_b\) and \(\sigma_m\) are the isotropic, backward and momentum-transfer cross sections. It asserts that quadrature over a narrow backward peak follows the derived small-width formulas for the momentum-transfer and viscosity cross sections. It also asserts that laboratory velocities from sampled collisions at mass ratio 3 return \(\sigma_m\), that energy is conserved, and that an equal-mass backward event gives the ion the neutral's old velocity. Null-collision simulations are asserted to agree with steady momentum balance and with two solvable transport cases. For \(\sigma_i=20\) and \(\sigma_b=50\), in \(10^{-16}\) cm², the sampled value is \(120.10\pm0.06\), against 120 from the formula. In the argon example the drift speed is 808 m/s; isotropic scattering gives 1126 m/s with the same total cross section and 833 m/s with the same \(\sigma_m\). The latter replacement raises the transverse temperature from 450 K to 1066 K. The output also sizes gas heating, energy dependence, peak width, start-up lag, space charge and diffraction for the same example.

## Verification by program

```python
"""Isotropic-plus-backward elastic ion scattering.

Result under test: sigma_m = sigma_i + 2 sigma_b, where sigma_i is the
isotropic and sigma_b the backward cross section in the centre-of-mass frame.
sigma_m weights scattering by 1-cos(chi); sigma_t = sigma_i + sigma_b.
v, V are ion and neutral velocities, g = v-V, n is gas density, a is ion
acceleration, and w is the mean of 1+cos(chi) in a narrow backward peak.
SI units are used internally.  Transport uses equal ion and neutral masses.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

AREA = 1e-20                         # 1e-16 cm2 expressed in m2
SIG_I, SIG_B = 20.0 * AREA, 50.0 * AREA
SIG_T = SIG_I + SIG_B
SIG_M = SIG_I + 2 * SIG_B
mass = 39.95 * const.atomic_mass
pressure_torr, temperature = 0.1, 300.0
field, gap = 1000.0, 0.01            # V/m, m
density = pressure_torr * const.torr / (const.k * temperature)
accel = const.e * field / mass
g_max = np.sqrt(2 * 14.0 * const.e / mass)


def peak_moments(w):
    """Momentum-transfer and viscosity cross sections by quadrature."""
    norm = w * (-np.expm1(-2 / w))

    def integral(weight):
        def integrand(x):            # x = 1 + cos(chi)
            density_c = SIG_I / 2 + SIG_B * np.exp(-x / w) / norm
            return weight(x) * density_c / AREA
        cut = min(1.0, 30 * w)
        left = quad(integrand, 0, cut, epsabs=1e-10, epsrel=1e-10)[0]
        right = quad(integrand, cut, 2, epsabs=1e-10, epsrel=1e-10)[0]
        return left + right
    return integral(lambda x: 2 - x), integral(lambda x: x * (2 - x))


def scatter(v, V, m, M, p_back, rng):
    """Return ion velocities after elastic collisions."""
    g = v - V
    speed = np.linalg.norm(g, axis=1)
    centre = (m * v + M * V) / (m + M)
    count = len(v)
    c = 2 * rng.random(count) - 1
    phi = 2 * np.pi * rng.random(count)
    s = np.sqrt(1 - c * c)
    direction = np.column_stack((s * np.cos(phi), s * np.sin(phi), c))
    back = rng.random(count) < p_back
    g_new = np.where(back[:, None], -g, speed[:, None] * direction)
    return centre + M / (m + M) * g_new


def simulate(sig_i, sig_b, n, T, nu_max, seed, steps=600, burn=150):
    """Null-collision transport; returns time averages for each ion."""
    rng = np.random.default_rng(seed)
    ions = 8000
    thermal = np.sqrt(const.k * T / mass)
    v = thermal * rng.standard_normal((ions, 3))
    sums = {key: np.zeros(ions) for key in
            ("drift", "perp", "square", "friction", "relative")}
    history = []
    highest = 0.0
    accepted = 0
    for step in range(steps):
        v[:, 2] += accel * rng.exponential(1 / nu_max, ions)
        V = thermal * rng.standard_normal((ions, 3))
        g = v - V
        speed = np.sqrt(np.einsum("ij,ij->i", g, g))
        si = np.broadcast_to(sig_i(speed), speed.shape)
        sb = np.broadcast_to(sig_b(speed), speed.shape)
        probability = n * (si + sb) * speed / nu_max
        highest = max(highest, probability.max())
        history.append(v[:, 2].mean())
        if step >= burn:
            sums["drift"] += v[:, 2]
            sums["perp"] += (v[:, 0]**2 + v[:, 1]**2) / 2
            sums["square"] += np.einsum("ij,ij->i", v, v)
            sums["friction"] += n * (si + 2 * sb) * speed * g[:, 2] / 2
            sums["relative"] += speed
        hit = np.flatnonzero(rng.random(ions) < probability)
        accepted += len(hit)
        p_back = sb[hit] / (si[hit] + sb[hit])
        v[hit] = scatter(v[hit], V[hit], mass, mass, p_back, rng)
    assert highest <= 1 + 1e-12
    result = {key: value / (steps - burn) for key, value in sums.items()}
    result["history"] = np.array(history)
    result["collisions"] = accepted / ions
    return result


def mean_se(values):
    return values.mean(), values.std(ddof=1) / np.sqrt(len(values))


def agrees(values, expected):
    mean, error = mean_se(values)
    return abs(mean - expected) < 4.5 * error


def constant_run(si, sb, seed, n=density, T=temperature):
    return simulate(lambda g: si, lambda g: sb, n, T,
                    n * (si + sb) * g_max, seed)


# Angular integrals of a finite peak and their approach to the endpoint.
widths = (0.1, 0.01, 0.001)
peak_results = [peak_moments(w) for w in widths]
for w, (momentum, viscosity) in zip(widths, peak_results):
    assert abs(momentum - (SIG_I + SIG_B * (2 - w)) / AREA) < 1e-5
    expected_v = (2 * SIG_I / 3 + SIG_B * (2*w - 2*w*w)) / AREA
    assert abs(viscosity - expected_v) < 1e-5
assert abs(peak_results[-1][0] - SIG_M / AREA) < 0.06

# Recover the cross section from laboratory velocities at unequal masses.
rng = np.random.default_rng(11)
samples, other_mass = 400000, 3 * mass
v_old = rng.normal(0, 700, (samples, 3)) + np.array([0, 0, 900])
V_old = rng.normal(0, 250, (samples, 3))
v_new = scatter(v_old, V_old, mass, other_mass, SIG_B / SIG_T, rng)
g_old = v_old - V_old
g_square = np.sum(g_old**2, axis=1)
reduced = mass * other_mass / (mass + other_mass)
loss = -mass * np.sum((v_new - v_old) * g_old, axis=1)
sampled_sigma = SIG_T / AREA * loss / (reduced * g_square)
sigma_mean, sigma_error = mean_se(sampled_sigma)
assert agrees(sampled_sigma, SIG_M / AREA)
assert abs(sigma_mean - SIG_T / AREA) > 20 * sigma_error
V_new = V_old + mass / other_mass * (v_old - v_new)
energy_old = mass*np.sum(v_old**2, axis=1) + other_mass*np.sum(V_old**2, axis=1)
energy_new = mass*np.sum(v_new**2, axis=1) + other_mass*np.sum(V_new**2, axis=1)
energy_error = np.max(np.abs(energy_new / energy_old - 1))
assert energy_error < 1e-11
exchanged = scatter(v_old[:1000], V_old[:1000], mass, mass, 1.0, rng)
assert np.allclose(exchanged, V_old[:1000], rtol=1e-12, atol=1e-9)

# Constant collision frequency: equal sigma_m but different angular mixtures.
g_ref = 1500.0
maxwell = []
for seed, si, sb in ((21, SIG_I, SIG_B), (22, SIG_M, 0.0)):
    nu_i, nu_b = density * si * g_ref, density * sb * g_ref
    run = simulate(lambda g, s=si: s * g_ref / g,
                   lambda g, s=sb: s * g_ref / g,
                   density, temperature, (nu_i + nu_b) * (1 + 1e-12),
                   seed, steps=150, burn=40)
    drift = 2 * accel / (nu_i + 2 * nu_b)
    theta = const.k * temperature / mass
    perp = theta + 2 * drift**2 * nu_i / (9 * nu_i + 12 * nu_b)
    assert agrees(run["drift"], drift)
    assert agrees(run["square"], 3 * theta + 2 * drift**2)
    assert agrees(run["perp"], perp)
    maxwell.append((run, drift, perp))

# Cold gas with backward collisions alone has an analytic drift speed.
cold = constant_run(0.0, SIG_B, 31, T=0.0)
cold_drift = np.sqrt(2 * accel / (np.pi * density * SIG_B))
assert agrees(cold["drift"], cold_drift)

# Worked example and two isotropic replacements.
base = constant_run(SIG_I, SIG_B, 41)
same_total = constant_run(SIG_T, 0.0, 42)
same_momentum = constant_run(SIG_M, 0.0, 43)
for run in (base, same_total, same_momentum):
    assert agrees(run["friction"], accel)
friction, friction_error = mean_se(base["friction"])
wrong_friction = friction * SIG_T / SIG_M
assert abs(wrong_friction - accel) > 20 * friction_error
v_drift, v_error = mean_se(base["drift"])
total_drift, total_error = mean_se(same_total["drift"])
matched_drift, matched_error = mean_se(same_momentum["drift"])
assert total_drift - v_drift > 10 * np.hypot(total_error, v_error)
base_perp, base_perp_error = mean_se(base["perp"])
iso_perp, iso_perp_error = mean_se(same_momentum["perp"])
assert iso_perp - base_perp > 10 * np.hypot(base_perp_error, iso_perp_error)

# Effects omitted from the constant-cross-section drift-cell model.
g_half_ev = np.sqrt(2 * 0.5 * const.e / mass)
power = lambda g: (g / g_half_ev)**(-0.2)
varying = simulate(lambda g: SIG_I * power(g), lambda g: SIG_B * power(g),
                   density, temperature,
                   density * SIG_T * power(g_max) * g_max, 51)
hot_density = density * temperature / 400.0
heated = constant_run(SIG_I, SIG_B, 52, n=hot_density, T=400.0)
assert agrees(varying["friction"], accel)
assert agrees(heated["friction"], accel)
peak_angle = 10.0
w_peak = np.radians(peak_angle)**2 / 2
wide_sigma = peak_moments(w_peak)[0]
nu_base = density * SIG_T * g_max
lag = np.sum(v_drift - base["history"][:60]) / nu_base
ion_limit = 0.01 * const.epsilon_0 * field / (const.e * gap)
g_mean = base["relative"].mean()
wave = const.h / (mass / 2 * g_mean)
blur = wave / (2 * np.pi * np.sqrt(SIG_T / np.pi))


def show(label, value, unit="", form=".4g"):
    print(f"{label}: {value:{form}} {unit}".rstrip())


def percent(new, old):
    return 100 * (new / old - 1)


unit = "1e-16 cm2"
show("Isotropic cross section", SIG_I / AREA, unit)
show("Backward cross section", SIG_B / AREA, unit)
show("Total cross section", SIG_T / AREA, unit)
show("Momentum-transfer formula", SIG_M / AREA, unit)
for w, values in zip(widths, peak_results):
    show(f"Quadrature sigma_m, w={w:g}", values[0], unit, ".3f")
show("Sampled sigma_m, M/m=3", sigma_mean, unit, ".3f")
show("Its standard error", sigma_error, unit, ".3f")
show("Largest relative energy error", energy_error, form=".1e")
show("Gas pressure", pressure_torr, "Torr")
show("Gas temperature", temperature, "K")
show("Ion and atom mass", mass / const.atomic_mass, "u")
show("Field", field / 100, "V/cm")
show("Gap", gap * 100, "cm")
show("Gas density", density / 1e6, "cm^-3")
show("Reduced field", field / density / 1e-21, "Td")
show("Mean free path 1/(n sigma_t)", 100 / (density * SIG_T), "cm")
for label, data in zip(("mixed", "isotropic"), maxwell):
    run, drift, perp = data
    show(f"1/g model {label}: drift MC", run["drift"].mean(), "m/s", ".1f")
    show(f"1/g model {label}: drift formula", drift, "m/s", ".1f")
    show(f"1/g model {label}: T_perp MC", mass*run["perp"].mean()/const.k, "K", ".1f")
    show(f"1/g model {label}: T_perp formula", mass*perp/const.k, "K", ".1f")
show("Cold backward-only drift MC", cold["drift"].mean(), "m/s", ".1f")
show("Cold backward-only drift formula", cold_drift, "m/s", ".1f")
show("Example collisions per ion in run", base["collisions"], form=".1f")
show("Example drift speed", v_drift, "m/s", ".1f")
show("Drift standard error", v_error, "m/s", ".1f")
show("Example mobility", v_drift / field * 1e4, "cm2/Vs", ".0f")
show("Mean ion energy", mass * base["square"].mean() / (2*const.e), "eV", ".3f")
show("Example transverse temperature", mass*base_perp/const.k, "K", ".1f")
show("Field acceleration", accel, "m/s2", ".4e")
show("Friction using sigma_m", friction, "m/s2", ".4e")
show("Friction using sigma_t", wrong_friction, "m/s2", ".4e")
show("Isotropic same sigma_t: drift", total_drift, "m/s", ".1f")
show("Isotropic same sigma_m: drift", matched_drift, "m/s", ".1f")
show("Same-sigma_m drift standard error", matched_error, "m/s", ".1f")
show("Isotropic same sigma_m: T_perp", mass*iso_perp/const.k, "K", ".1f")
show("Backward peak rms angle", peak_angle, "degree")
show("Peak-width change in sigma_m", percent(wide_sigma, SIG_M/AREA), "%", ".2f")
show("E^-0.1 change in drift", percent(varying["drift"].mean(), v_drift), "%", ".1f")
show("400 K gas change in drift", percent(heated["drift"].mean(), v_drift), "%", ".1f")
show("Start-up position lag", lag * 100, "cm", ".2f")
show("Ion density for 1% field change", ion_limit / 1e6, "cm^-3", ".2e")
show("Quantum angular blur", np.degrees(blur), "degree", ".2f")
show("Electron energy bound from gap", field * gap, "eV", ".1f")
show("Ion CM energy bound from gap", field * gap / 2, "eV", ".1f")
print("all assertions hold")
```

Output:

```
Isotropic cross section: 20 1e-16 cm2
Backward cross section: 50 1e-16 cm2
Total cross section: 70 1e-16 cm2
Momentum-transfer formula: 120 1e-16 cm2
Quadrature sigma_m, w=0.1: 115.000 1e-16 cm2
Quadrature sigma_m, w=0.01: 119.500 1e-16 cm2
Quadrature sigma_m, w=0.001: 119.950 1e-16 cm2
Sampled sigma_m, M/m=3: 120.104 1e-16 cm2
Its standard error: 0.060 1e-16 cm2
Largest relative energy error: 1.0e-15
Gas pressure: 0.1 Torr
Gas temperature: 300 K
Ion and atom mass: 39.95 u
Field: 10 V/cm
Gap: 1 cm
Gas density: 3.219e+15 cm^-3
Reduced field: 310.7 Td
Mean free path 1/(n sigma_t): 0.04438 cm
1/g model mixed: drift MC: 834.9 m/s
1/g model mixed: drift formula: 833.7 m/s
1/g model mixed: T_perp MC: 472.4 K
1/g model mixed: T_perp formula: 471.3 K
1/g model isotropic: drift MC: 834.8 m/s
1/g model isotropic: drift formula: 833.7 m/s
1/g model isotropic: T_perp MC: 1043.8 K
1/g model isotropic: T_perp formula: 1042.1 K
Cold backward-only drift MC: 977.9 m/s
Cold backward-only drift formula: 977.4 m/s
Example collisions per ion in run: 76.9
Example drift speed: 807.8 m/s
Drift standard error: 0.8 m/s
Example mobility: 8078 cm2/Vs
Mean ion energy: 0.267 eV
Example transverse temperature: 449.8 K
Field acceleration: 2.4152e+09 m/s2
Friction using sigma_m: 2.4132e+09 m/s2
Friction using sigma_t: 1.4077e+09 m/s2
Isotropic same sigma_t: drift: 1125.7 m/s
Isotropic same sigma_m: drift: 832.7 m/s
Same-sigma_m drift standard error: 1.0 m/s
Isotropic same sigma_m: T_perp: 1066.1 K
Backward peak rms angle: 10 degree
Peak-width change in sigma_m: -0.63 %
E^-0.1 change in drift: 0.2 %
400 K gas change in drift: 15.7 %
Start-up position lag: 0.01 cm
Ion density for 1% field change: 5.53e+04 cm^-3
Quantum angular blur: 0.36 degree
Electron energy bound from gap: 10.0 eV
Ion CM energy bound from gap: 5.0 eV
all assertions hold
```
